# Origin Dependence and Negative Strengths in X-ray Absorption Beyond the Dipole: verification in Python

```python
"""
Result under test: for light absorption with amplitude
    T = <n| exp(i k.r) e.p |0>,  e perpendicular to k,
the strength |T0|^2 + |T1|^2 (orders in k) depends on the multipole origin,
while |T0|^2 + |T1|^2 + 2 Re(T0* T2) does not, and the latter can be negative.

Symbols (atomic units): D_b, G_ab, H_acb = orbital matrix elements of
grad_b, r_a grad_b, r_a r_c grad_b; omega = excitation energy;
k = alpha*omega; f = oscillator strength averaged over orientations, summed
over the two degenerate pi* orbitals. Molecule: CS2, sulfur 1s -> pi*.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]

# ---------- molecule and orbitals ----------
bond_angstrom = 1.55
half = bond_angstrom / BOHR_ANGSTROM
R = 2 * half
mol = gto.M(atom=[["S", (0, 0, -half)], ["C", (0, 0, 0)], ["S", (0, 0, half)]],
            unit="Bohr", basis="def2-tzvp", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
C, energy = mf.mo_coeff, mf.mo_energy
n_occ = mol.nelectron // 2

# localized sulfur 1s orbitals: eigenvectors of z within the core pair
position = mol.intor("int1e_r")
core_pair = C[:, :2]
_, rotation = np.linalg.eigh(core_pair.T @ position[2] @ core_pair)
localized = core_pair @ rotation                      # columns: left, right
nuclei = np.array([[0, 0, -half], [0, 0, half]])
at_nuclei = mol.eval_gto("GTOval_sph", nuclei) @ localized
localized = localized * np.sign(np.diag(at_nuclei))   # positive at own nucleus
LEFT, RIGHT = np.array([1.0, 0.0]), np.array([0.0, 1.0])
EVEN, ODD = np.array([1.0, 1.0]) / np.sqrt(2), np.array([1.0, -1.0]) / np.sqrt(2)

# lowest virtual pair with a dipole moment perpendicular to the axis
gradient = -mol.intor("int1e_ipovlp")                 # <i|grad|j>
even_core = localized @ EVEN
to_virtual = np.einsum("cij,ia,j->ca", gradient, C[:, n_occ:], even_core)
allowed = np.where(to_virtual[0]**2 + to_virtual[1]**2 > 1e-3)[0][:2] + n_occ
assert abs(energy[allowed[0]] - energy[allowed[1]]) < 1e-5
pi_star = C[:, allowed]
omega = energy[allowed].mean() - energy[:2].mean()
k = const.fine_structure * omega
prefactor = 4 / omega                                 # includes singlet factor 2

# ---------- transition densities on a spatial grid ----------
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.prune = None
grid.build()
points, weights = grid.coords, grid.weights
blocks = []
for start in range(0, len(weights), 15000):
    part = slice(start, start + 15000)
    ao = mol.eval_gto("GTOval_sph_deriv1", points[part])
    pi_values = (ao[0] @ pi_star) * weights[part][:, None]
    core_gradient = np.array([ao[c] @ localized for c in (1, 2, 3)])
    blocks.append(np.einsum("np,cns->spcn", pi_values, core_gradient))
density = np.concatenate(blocks, axis=-1)             # core, pi, component, point


def moments(core, origin):
    """D, G, H about the given origin for a combination of localized cores."""
    w = (core[0] * density[0] + core[1] * density[1]).reshape(6, -1)
    r = points - np.asarray(origin, float)
    rr = (r[:, :, None] * r[:, None, :]).reshape(-1, 9)
    D = w.sum(axis=1).reshape(2, 3)
    G = (w @ r).reshape(2, 3, 3).transpose(0, 2, 1)
    H = (w @ rr).reshape(2, 3, 3, 3).transpose(0, 2, 3, 1)
    return D, G, H


def dipole(D):
    return prefactor * np.sum(D**2) / 3


def first_squared(G):
    trace = np.einsum("paa->p", G)
    return prefactor * k**2 / 30 * (4 * np.sum(G**2) - np.sum(trace**2)
                                    - np.einsum("pab,pba->", G, G))


def interference(D, H):
    return -prefactor * k**2 / 30 * (4 * np.einsum("pb,paab->", D, H)
                                     - 2 * np.einsum("pc,paca->", D, H))


def parts(core, origin):
    """Strengths: E1, E2, M1, interference of E1 with second order."""
    D, G, H = moments(core, origin)
    sym, anti = (G + G.transpose(0, 2, 1)) / 2, (G - G.transpose(0, 2, 1)) / 2
    e2, m1 = first_squared(sym), first_squared(anti)
    assert abs(e2 + m1 - first_squared(G)) < 1e-10 * (abs(e2) + abs(m1) + 1e-12)
    return np.array([dipole(D), e2, m1, interference(D, H)])


def electric_second(core, origin):
    D, G, H = moments(core, origin)
    octupole = (H + np.einsum("pcba->pacb", H) + np.einsum("pbac->pacb", H)) / 3
    return first_squared((G + G.transpose(0, 2, 1)) / 2) + interference(D, octupole)


# ---------- directions for numerical orientation averages ----------
mu, mu_weight = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * (np.arange(8) + 0.3) / 8
sine = np.sqrt(1 - mu**2)
directions = np.array([[s * np.cos(p), s * np.sin(p), m]
                       for m, s in zip(mu, sine) for p in phi])
direction_weight = np.repeat(mu_weight / 2, 8) / 8


def transverse(V, n):
    """Mean over polarizations of |e.V|^2, summed over the pi* pair."""
    return 0.5 * (np.sum(np.abs(V)**2) - np.sum(np.abs(V @ n)**2))


def full_strength(wave_number, cores):
    """No multipole expansion: exp(i k.r) integrated on the grid."""
    flat = density.reshape(12, -1)
    result = np.zeros(len(cores))
    for n, weight in zip(directions, direction_weight):
        phase = wave_number * (points @ n)
        V = (flat @ np.cos(phase) + 1j * (flat @ np.sin(phase))).reshape(2, 2, 3)
        for j, core in enumerate(cores):
            result[j] += weight * transverse(core[0] * V[0] + core[1] * V[1], n)
    return prefactor * result


def squared_truncated(core, origin):
    """Averages of |T0+T1+T2|^2 and |T2|^2 by explicit directions."""
    D, G, H = moments(core, origin)
    total = second_only = 0.0
    for n, weight in zip(directions, direction_weight):
        V1 = k * np.einsum("a,pab->pb", n, G)
        V2 = -0.5 * k**2 * np.einsum("a,c,pacb->pb", n, n, H)
        total += weight * transverse(D + 1j * V1 + V2, n)
        second_only += weight * transverse(V2, n)
    return prefactor * total, prefactor * second_only


center, left_S, right_S = np.zeros(3), nuclei[0], nuclei[1]
D_even, G_even, H_even = moments(EVEN, center)
f0 = dipole(D_even)

# grid gradients against analytic integrals (quadrature error sets tolerance)
D_analytic = np.einsum("cij,ip,j->pc", gradient, pi_star, even_core)
grid_error = np.abs(D_even - D_analytic).max() / np.abs(D_analytic).max()
assert grid_error < 1e-4

# tensor formulas against the k^2 coefficient of the unexpanded strength
cores = [EVEN, ODD, LEFT]
h = 0.05
f_h, f_half = full_strength(h, cores), full_strength(h / 2, cores)
for j, core in enumerate(cores):
    p = parts(core, center)
    coarse, fine = (f_h[j] - p[0]) / h**2, (f_half[j] - p[0]) / (h / 2)**2
    numerical = (4 * fine - coarse) / 3
    # tolerance: sixth-order remainder of the difference formula
    assert abs(numerical - p[1:].sum() / k**2) < 5e-5 * f0

# origin independence of the complete sum, failure of the incomplete ones
shift = np.array([0.7, -0.4, 1.3])
for core in cores:
    a, b = parts(core, center), parts(core, shift)
    assert abs(a.sum() - b.sum()) < 1e-8 * f0
    if core is ODD:       # dipole forbidden: first order alone is invariant
        assert a[0] < 1e-8 * f0 and abs(a[1] + a[2] - b[1] - b[2]) < 1e-5 * f0
    else:
        assert abs(a[1] + a[2] - b[1] - b[2]) > 1e-2 * f0

# one fixed orientation
n_fixed = np.array([1.0, 2.0, 2.0]) / 3
e_fixed = np.array([2.0, 1.0, -2.0]) / 3
fixed = []
for origin in (center, shift):
    D, G, H = moments(LEFT, origin)
    t0 = D @ e_fixed
    t1 = k * np.einsum("a,pab,b->p", n_fixed, G, e_fixed)
    t2 = -0.5 * k**2 * np.einsum("a,c,pacb,b->p", n_fixed, n_fixed, H, e_fixed)
    fixed.append((np.sum(t1**2), np.sum(t1**2 + 2 * t0 * t2), np.sum(t0**2)))
assert abs(fixed[0][1] - fixed[1][1]) < 1e-8 * fixed[0][2]
assert abs(fixed[0][0] - fixed[1][0]) > 1e-2 * fixed[0][2]

# drift laws for the even core, whose first-order moment vanishes at the center
D2, aD2 = np.sum(D_even**2), np.sum((D_even @ shift)**2)
a2 = shift @ shift
unit = prefactor * k**2 / 30
even_0, even_shift = parts(EVEN, center), parts(EVEN, shift)
growth = even_shift[1:3].sum() - even_0[1:3].sum()
assert abs(growth - unit * (4 * a2 * D2 - 2 * aD2)) < 1e-5 * f0
electric_drift = electric_second(EVEN, shift) - electric_second(EVEN, center)
assert abs(electric_drift - unit * 5 / 6 * (a2 * D2 - aD2)) < 1e-5 * f0

# length-form dipole mixed with velocity-form higher moments
D_length = -omega * np.einsum("cij,ip,j->pc", position, pi_star, even_core)
ratio = np.sum(D_length * D_even) / D2
_, G_shift, H_shift = moments(EVEN, shift)
mixed_drift = (first_squared(G_shift) + interference(D_length, H_shift)
               - first_squared(G_even) - interference(D_length, H_even))
assert abs(mixed_drift - (1 - ratio) * growth) < 1e-4 * f0
assert abs(1 - ratio) > 1e-3

# truncated sum = square of truncated amplitude minus |T2|^2
square_C, t2_C = squared_truncated(EVEN, center)
square_S, t2_S = squared_truncated(EVEN, left_S)
even_total = even_0.sum()
assert abs(square_C - t2_C - even_total) < 1e-8 * f0
assert abs(square_S - t2_S - even_total) < 1e-8 * f0
assert abs(square_C - square_S) > 1e-2 * f0

# negative truncated sum, positive full strength, two-center formulas
full_even, full_odd, full_left = full_strength(k, cores)
odd_total = parts(ODD, center).sum()
left_total, right_total = parts(LEFT, center).sum(), parts(RIGHT, center).sum()
assert even_total < 0 < full_even
assert left_total > 0
assert abs(even_total + odd_total - left_total - right_total) < 1e-8 * f0
q = k * R
second_ratio = even_0[1:].sum() / f0
model_second = -q**2 / 10
mean_cos = 0.75 * (2 * np.sin(q) / q + 2 * np.cos(q) / q**2 - 2 * np.sin(q) / q**3)
model_full = 0.5 * (1 + mean_cos)
# tolerances: the model neglects the finite size of each atomic transition
assert abs(second_ratio / model_second - 1) < 0.1
assert abs(full_even / f0 - model_full) < 0.05
assert abs((even_total + odd_total) / f0 - 1) < 0.1
critical_q = R * k / np.sqrt(-second_ratio)

# ---------- output ----------
print(f"C-S distance (input): {bond_angstrom:.2f} angstrom")
print(f"S-S distance R: {R:.4f} bohr")
print(f"RHF/def2-TZVP total energy: {mf.e_tot:.6f} hartree")
print(f"orbital gap omega: {omega:.4f} hartree = {omega * HARTREE_EV:.1f} eV")
print(f"splitting of the two S 1s levels: {abs(energy[1] - energy[0]):.2e} hartree")
print(f"wave number k: {k:.5f} 1/bohr;  kR: {q:.4f}")
print(f"relative grid error of the dipole moment: {grid_error:.1e}")
print("Strengths f below are dimensionless, in units of 1e-3")
print("Localized left S 1s core: origin, E1, E2, M1, interference, complete sum")
for name, origin in (("left S", left_S), ("C", center), ("right S", right_S)):
    p = parts(LEFT, origin) * 1e3
    print(f"  {name:8s}" + "".join(f"{x:11.5f}" for x in p) + f"{p.sum():11.5f}")
print(f"  full strength, left core: {full_left * 1e3:.5f}")
print("Even delocalized core: origin, E1, E2, M1, interference, complete sum")
for name, origin in (("C", center), ("left S", left_S)):
    p = parts(EVEN, origin) * 1e3
    print(f"  {name:8s}" + "".join(f"{x:11.5f}" for x in p) + f"{p.sum():11.5f}")
print(f"  full strength, even core: {full_even * 1e3:.5f}")
print(f"Odd delocalized core, complete sum: {odd_total * 1e3:.5f}")
print(f"  full strength, odd core: {full_odd * 1e3:.5f}")
print(f"Even + odd, complete sums: {(even_total + odd_total) * 1e3:.5f}")
print(f"Even + odd, full strengths: {(full_even + full_odd) * 1e3:.5f}")
print(f"Even core, second order / E1: {second_ratio:.4f} (dimensionless)")
print(f"  two-center value -(kR)^2/10: {model_second:.4f}")
print(f"Even core, full / E1: {full_even / f0:.4f}; two-center: {model_full:.4f}")
print(f"kR where the complete sum changes sign: {critical_q:.4f}")
print(f"  two-center value sqrt(10): {np.sqrt(10):.4f}")
print(f"Even core |T0+T1+T2|^2, origin C: {square_C * 1e3:.5f}")
print(f"Even core |T0+T1+T2|^2, origin left S: {square_S * 1e3:.5f}")
print(f"Even core |T2|^2, origin C: {t2_C * 1e3:.5f}; left S: {t2_S * 1e3:.5f}")
drift_S = electric_second(EVEN, left_S) - electric_second(EVEN, center)
print(f"Electric-only drift, C to left S: {drift_S * 1e3:.5f}")
print(f"Length/velocity dipole ratio lambda: {ratio:.5f} (dimensionless)")
print(f"Test shift a: ({shift[0]:.1f}, {shift[1]:.1f}, {shift[2]:.1f}) bohr")
print(f"  drift of E2+M1: {growth * 1e3:.5f}; mixed form: {mixed_drift * 1e3:.5f}")
print("done: every assertion held")
```

Running it gives:

```
C-S distance (input): 1.55 angstrom
S-S distance R: 5.8582 bohr
RHF/def2-TZVP total energy: -832.958505 hartree
orbital gap omega: 92.0395 hartree = 2504.5 eV
splitting of the two S 1s levels: 3.85e-06 hartree
wave number k: 0.67164 1/bohr;  kR: 3.9346
relative grid error of the dipole moment: 6.9e-09
Strengths f below are dimensionless, in units of 1e-3
Localized left S 1s core: origin, E1, E2, M1, interference, complete sum
  left S      2.82825    0.00002    0.00000   -0.00881    2.81946
  C           2.82825    1.63101    2.73661   -4.37640    2.81946
  right S     2.82825    6.54582   10.94625  -17.50086    2.81946
  full strength, left core: 2.81923
Even delocalized core: origin, E1, E2, M1, interference, complete sum
  C           5.65650    0.00000    0.00000   -8.75281   -3.09631
  left S      5.65650    3.28382    5.47304  -17.50967   -3.09631
  full strength, even core: 1.91097
Odd delocalized core, complete sum: 8.73523
  full strength, odd core: 3.72748
Even + odd, complete sums: 5.63892
Even + odd, full strengths: 5.63845
Even core, second order / E1: -1.5474 (dimensionless)
  two-center value -(kR)^2/10: -1.5481
Even core, full / E1: 0.3378; two-center: 0.3390
kR where the complete sum changes sign: 3.1630
  two-center value sqrt(10): 3.1623
Even core |T0+T1+T2|^2, origin C: 2.33392
Even core |T0+T1+T2|^2, origin left S: 18.65776
Even core |T2|^2, origin C: 5.43023; left S: 21.75407
Electric-only drift, C to left S: 1.82435
Length/velocity dipole ratio lambda: 1.04652 (dimensionless)
Test shift a: (0.7, -0.4, 1.3) bohr
  drift of E2+M1: 2.22252; mixed form: -0.10338
done: every assertion held
```
